# k-Mesh Convergence of the Electronic Susceptibility of a Dimerized Chain: a numerical check

```python
"""
Static electronic polarizability of a gapped Su-Schrieffer-Heeger chain.
Result under test: with the exact k-derivative in the dipole element, the
error of a uniform N-point k-mesh falls as N**1.5 * r**N, where
r = min(t1, t2)/max(t1, t2); the exponential rate is |ln(t1/t2)|.
Symbols: t1, t2 hoppings (eV) inside and between cells; a cell length and
d distance from site A to site B in a cell (angstrom); two spins, lower
band full. Polarizabilities are held in e^2 angstrom^2/eV and printed as
volumes in angstrom^3.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
K_B = const.k / const.e                                   # eV/K
t1, t2, a, area = 4.0, 2.0, 2.5, 25.0
d = a / 2
gap = 2 * abs(t1 - t2)


def bloch(k, u, w, dist):
    """Off-diagonal Bloch element and its exact k-derivative."""
    p = u * np.exp(1j * k * dist)
    q = w * np.exp(-1j * k * (a - dist))
    return p + q, 1j * dist * p - 1j * (a - dist) * q


def mesh_alpha(n, u=t1, w=t2, dist=d, shift=0.0):
    """Perturbation sum from numerically diagonalized Hamiltonians."""
    k = 2 * np.pi * (np.arange(n) + shift) / (n * a)
    h, dh = bloch(k, u, w, dist)
    ham = np.zeros((n, 2, 2), complex)
    vel = np.zeros((n, 2, 2), complex)
    ham[:, 0, 1], ham[:, 1, 0] = h, h.conj()
    vel[:, 0, 1], vel[:, 1, 0] = dh, dh.conj()
    e, c = np.linalg.eigh(ham)
    v = np.einsum('ki,kij,kj->k', c[:, :, 1].conj(), vel, c[:, :, 0])
    de = e[:, 1] - e[:, 0]
    return np.mean(4 * np.abs(v / de) ** 2 / de)


def closed_alpha(u, w):
    top, r = max(u, w), min(u, w) / max(u, w)
    f = float(mp.hyp2f1(-1.5, -1.5, 1, r * r))
    return a**2 * f / (8 * top * (1 - r * r) ** 2)


def fourier(n, u, w):
    """Fourier coefficient n of the summand, for d = a/2."""
    top, r = max(u, w), min(u, w) / max(u, w)
    f = mp.rf(2.5, n) / mp.factorial(n)
    f *= mp.hyp2f1(2.5, n + 2.5, n + 1, r * r)
    return float(a**2 / (8 * top) * (1 - r * r) ** 2 * (-r) ** n * f)


def alias_error(n, u, w, shift=0.0):
    return sum(2 * fourier(m * n, u, w) * np.cos(2 * np.pi * m * shift)
               for m in range(1, 200 // n + 1))


# Infinite-mesh value: quadrature of the phase-derivative form.
def integrand(theta):
    h, dh = bloch(theta / a, t1, t2, d)
    return (dh / h).imag ** 2 / (2 * abs(h)) / np.pi


alpha = closed_alpha(t1, t2)
alpha_quad = quad(integrand, 0, np.pi, epsabs=1e-13, epsrel=1e-12)[0]
assert abs(alpha_quad / alpha - 1) < 1e-10

# Aliasing identity against diagonalization, several ratios and offsets.
for u, w in ((4.0, 2.0), (2.0, 4.0), (4.0, 1.2), (4.0, 2.8)):
    for n in (5, 8, 13, 20):
        for s in (0.0, 0.25, 0.5, 0.13):
            err = mesh_alpha(n, u, w, d, s) - closed_alpha(u, w)
            assert abs(err - alias_error(n, u, w, s)) < 1e-11

# Asymptotic law in high precision, also for unequal site spacing.
mp.mp.dps = 260


def precise_alpha(n, u, w, dist):
    u, w, dist, cell = mp.mpf(u), mp.mpf(w), mp.mpf(dist), mp.mpf(a)
    total = mp.mpf(0)
    for j in range(n):
        k = 2 * mp.pi * j / (n * cell)
        p = u * mp.expj(k * dist)
        q = w * mp.expj(-k * (cell - dist))
        h = p + q
        dh = 1j * dist * p - 1j * (cell - dist) * q
        total += mp.im(dh / h) ** 2 / (2 * abs(h))
    return total / n


law_ratio = []
for u, w, dist in ((4, 2, d), (2, 4, 0.45 * a), (4, 1.2, 0.45 * a),
                   (4, 2.8, 0.45 * a)):
    n = 400
    err = precise_alpha(n, u, w, dist) - precise_alpha(1600, u, w, dist)
    top = mp.mpf(max(u, w))
    r = mp.mpf(min(u, w)) / top
    law = mp.mpf(a)**2 * (-r)**n * mp.mpf(n)**1.5
    law /= 3 * mp.sqrt(mp.pi) * top * mp.sqrt(1 - r * r)
    law_ratio.append(float(err / law))
    # The next term is of relative order 1/n with a coefficient of a few.
    assert abs(law_ratio[-1] - 1) < 0.03
mp.mp.dps = 30

# Rate measured on ordinary meshes.
e20, e30 = (abs(mesh_alpha(n) - alpha) for n in (20, 30))
rate = np.log(t1 / t2)
raw_rate = np.log(e20 / e30) / 10
clean_rate = raw_rate + 1.5 * np.log(30 / 20) / 10
assert abs(clean_rate / rate - 1) < 0.02


# Replacing the exact derivative by neighbouring-point phase differences.
def difference_alpha(n):
    step = 2 * np.pi / (n * a)
    k = step * np.arange(n)
    h = bloch(k, t1, t2, d)[0]
    hp = bloch(k + step, t1, t2, d)[0]
    hm = bloch(k - step, t1, t2, d)[0]
    slope = np.angle(hp * hm.conj()) / (2 * step)
    return np.mean(slope**2 / (2 * abs(h)))


d320, d640 = (difference_alpha(n) - alpha for n in (320, 640))
assert abs(d320 / d640 - 4) < 0.05


def points_needed(u, w, tol=1e-6, largest=240):
    ref = closed_alpha(u, w)
    bad = [n for n in range(2, largest + 1)
           if abs(mesh_alpha(n, u, w) / ref - 1) > tol]
    assert max(bad) < largest
    return max(bad) + 1


t2_small = 3.6
n_wide, n_small = points_needed(t1, t2), points_needed(t1, t2_small)


# Open chains: a real-space road to the same bulk response.
def open_chain(cells):
    x = (a * np.arange(cells)[:, None] + np.array([0.0, d])).ravel()
    hop = np.where(np.arange(2 * cells - 1) % 2 == 0, t1, t2)
    return x - x.mean(), np.diag(hop, 1) + np.diag(hop, -1)


def open_alpha(cells, stagger):
    x, ham = open_chain(cells)
    e, c = np.linalg.eigh(ham)
    occ, emp = c[:, :cells], c[:, cells:]
    pair = (occ[:, :, None] * emp[:, None, :]).reshape(2 * cells, -1)
    weight = 4 / (e[None, cells:] - e[:cells, None]).ravel()
    chi0 = -(pair * weight) @ pair.T
    block = stagger / 2 * np.array([[1.0, -1.0], [-1.0, 1.0]])
    inter = np.kron(np.eye(cells), block)
    dens = np.linalg.solve(np.eye(2 * cells) - chi0 @ inter, chi0 @ x)
    return -x @ dens


bulk_open = open_alpha(41, 0.0) - open_alpha(40, 0.0)
assert abs(bulk_open / alpha - 1) < 1e-7

# Staggered Hartree correction from band averages.
stagger = 1.0
kk = 2 * np.pi * np.arange(400) / (400 * a)
h, dh = bloch(kk, t1, t2, d)
cross = np.mean((dh / h).imag / abs(h))
sub = np.mean(2 / abs(h))
alpha_h = alpha - stagger / 2 * cross**2 / (1 + stagger * sub / 2)
hartree_open = open_alpha(41, stagger) - open_alpha(40, stagger)
assert abs(hartree_open / alpha_h - 1) < 1e-6


# Nonlinear response in a finite field (V/angstrom).
def dipole(cells, field):
    x, ham = open_chain(cells)
    c = np.linalg.eigh(ham + field * np.diag(x))[1][:, :cells]
    return -2 * x @ np.sum(c**2, axis=1)


def field_alpha(field):
    p = [(dipole(m, field) - dipole(m, -field)) / (2 * field)
         for m in (40, 41)]
    return p[1] - p[0]


field = 0.01
nonlin = field_alpha(field) / alpha - 1
nonlin2 = field_alpha(2 * field) / alpha - 1
assert abs(nonlin2 / nonlin - 4) < 0.2


# Tunnelling exponent, tested by time evolution through one zone.
def tunnel_exponent(f):
    def decay(e):
        return np.arccosh(max(1.0, (t1**2 + t2**2 - e**2) / (2 * t1 * t2)))
    return 2 * quad(decay, -gap / 2, gap / 2)[0] / (f * a)


def crossing_probability(f, steps=6000):
    dt = 2 * np.pi / (a * f * steps)
    h0 = bloch(0.0, t1, t2, d)[0]
    h1 = bloch(2 * np.pi / a, t1, t2, d)[0]
    psi = np.array([1, -np.conj(h0) / abs(h0)]) / np.sqrt(2)
    for j in range(steps):
        hj = bloch(f * (j + 0.5) * dt, t1, t2, d)[0]
        m = abs(hj)
        turned = np.array([hj * psi[1], np.conj(hj) * psi[0]]) / m
        psi = np.cos(m * dt) * psi - 1j * np.sin(m * dt) * turned
    upper = np.array([1, np.conj(h1) / abs(h1)]) / np.sqrt(2)
    return abs(np.vdot(upper, psi)) ** 2


strong = 1.0 / a
log_p = -np.log(crossing_probability(strong))
# Finite start and end points of the sweep limit this comparison.
assert abs(log_p / tunnel_exponent(strong) - 1) < 0.10

temperature = 400.0
edge_occupation = 1 / (np.exp(gap / (2 * K_B * temperature)) + 1)
chi = 4 * np.pi * alpha * COULOMB / (a * area)
chi_h = chi * alpha_h / alpha

print(f"hoppings t1, t2: {t1:.1f}, {t2:.1f} eV; ratio r = {t2/t1:.2f}")
print(f"cell length a: {a:.2f} angstrom; site spacing d: {d:.2f} angstrom")
print(f"area per chain: {area:.1f} angstrom^2")
print(f"band gap: {gap:.2f} eV")
print(f"e^2/(4 pi eps0): {COULOMB:.4f} eV angstrom")
print(f"hypergeometric factor: {float(mp.hyp2f1(-1.5,-1.5,1,(t2/t1)**2)):.6f}")
print(f"polarizability per cell, closed form: {alpha*COULOMB:.6f} angstrom^3")
print(f"same, quadrature: {alpha_quad*COULOMB:.6f} angstrom^3")
print(f"same, open-chain increment: {bulk_open*COULOMB:.6f} angstrom^3")
print(f"susceptibility along chain: {chi:.5f}; permittivity: {1+chi:.5f}")
print("N, chi_N, chi_N - chi, leading law for chi_N - chi:")
for n in (4, 5, 8, 12, 16, 20, 24, 30):
    value = mesh_alpha(n)
    r = t2 / t1
    law = a**2 * (-r)**n * n**1.5 / (3*np.sqrt(np.pi)*t1*np.sqrt(1-r*r))
    print(f"  {n:2d}  {value/alpha*chi:.8f}  {(value/alpha-1)*chi:+.3e}"
          f"  {law/alpha*chi:+.3e}")
print(f"ln(t1/t2): {rate:.5f} per k-point")
print(f"raw rate, N = 20 to 30: {raw_rate:.5f} per k-point")
print(f"rate after removing N^1.5: {clean_rate:.5f} per k-point")
print(f"error/leading law at N = 400, r = 0.5: {law_ratio[0]:.5f}")
for s in (0.0, 0.25, 0.5):
    rel = mesh_alpha(12, shift=s) / alpha - 1
    print(f"relative error, N = 12, offset {s:.2f} step: {rel:+.3e}")
print(f"phase-difference relative error, N = 320: {d320/alpha:+.3e}")
print(f"phase-difference relative error, N = 640: {d640/alpha:+.3e}")
print(f"N for relative error below 1e-6, t2 = {t2:.1f} eV: {n_wide}")
print(f"N for relative error below 1e-6, t2 = {t2_small:.1f} eV: {n_small}")
print(f"gap and rate at t2 = {t2_small:.1f} eV: {2*(t1-t2_small):.2f} eV, "
      f"{np.log(t1/t2_small):.5f} per k-point")
print(f"staggered Hartree energy K: {stagger:.1f} eV")
print(f"susceptibility with K: {chi_h:.5f}; change {100*(chi_h/chi-1):+.2f} %")
print(f"field: {field:.3f} V/angstrom = {field*100:.1f} MV/cm")
print(f"nonlinear change of response: {100*nonlin:+.5f} %")
print(f"tunnelling exponent at this field: {tunnel_exponent(field):.1f}")
print(f"test field: {strong:.2f} V/angstrom; exponent "
      f"{tunnel_exponent(strong):.3f}; -ln P from evolution {log_p:.3f}")
print(f"band-edge occupation at {temperature:.0f} K: {edge_occupation:.2e}")
print("all assertions hold")
```

It prints:

```
hoppings t1, t2: 4.0, 2.0 eV; ratio r = 0.50
cell length a: 2.50 angstrom; site spacing d: 1.25 angstrom
area per chain: 25.0 angstrom^2
band gap: 4.00 eV
e^2/(4 pi eps0): 14.3996 eV angstrom
hypergeometric factor: 1.571352
polarizability per cell, closed form: 7.856569 angstrom^3
same, quadrature: 7.856569 angstrom^3
same, open-chain increment: 7.856569 angstrom^3
susceptibility along chain: 1.57966; permittivity: 2.57966
N, chi_N, chi_N - chi, leading law for chi_N - chi:
   4  2.64613847  +1.066e+00  +4.912e-01
   5  1.03553620  -5.441e-01  -3.432e-01
   8  1.70408394  +1.244e-01  +8.683e-02
  12  1.59236152  +1.270e-02  +9.970e-03
  16  1.58081074  +1.154e-03  +9.593e-04
  20  1.57975412  +9.729e-05  +8.380e-05
  24  1.57966463  +7.804e-06  +6.884e-06
  30  1.57965699  +1.663e-07  +1.503e-07
ln(t1/t2): 0.69315 per k-point
raw rate, N = 20 to 30: 0.63716 per k-point
rate after removing N^1.5: 0.69798 per k-point
error/leading law at N = 400, r = 0.5: 1.00782
relative error, N = 12, offset 0.00 step: +8.043e-03
relative error, N = 12, offset 0.25 step: -4.940e-06
relative error, N = 12, offset 0.50 step: -8.033e-03
phase-difference relative error, N = 320: -1.617e-04
phase-difference relative error, N = 640: -4.043e-05
N for relative error below 1e-6, t2 = 2.0 eV: 27
N for relative error below 1e-6, t2 = 3.6 eV: 176
gap and rate at t2 = 3.6 eV: 0.80 eV, 0.10536 per k-point
staggered Hartree energy K: 1.0 eV
susceptibility with K: 1.35552; change -14.19 %
field: 0.010 V/angstrom = 1.0 MV/cm
nonlinear change of response: +0.00741 %
tunnelling exponent at this field: 175.1
test field: 0.40 V/angstrom; exponent 4.377; -ln P from evolution 4.151
band-edge occupation at 400 K: 6.33e-26
all assertions hold
```
